# Potential shift and fractional 4f occupation from the Hubbard correction

## The situation

In a cerium(IV) precursor such as Ce(thd)\(_4\), where thd is a bulky β-diketonate ligand, the metal is formally 4f\(^0\). The oxygen orbitals nevertheless mix with the 4f shell, so a projection of the occupied orbitals onto a 4f spin orbital gives a number between 0 and 1. Part of this fraction is real covalency. Another part can be an error of the density functional, which may make a partly filled localised orbital too cheap. The Hubbard correction is intended for the second part, but it acts on the whole fraction because it cannot tell the two apart. An implementer therefore needs its potential with the right sign and factor, and needs to know what it does to a fraction that is physically right.

## Definitions and the potential

Let \(\varphi\) be a normalised 4f spin orbital, held fixed while the Kohn–Sham orbitals \(\psi_k\), with fillings \(f_k\), are varied. Its occupation is

\[
n=\sum_k f_k\,|\langle\varphi|\psi_k\rangle|^2,\qquad 0\le n\le 1 .
\]

The correction added to the base functional is

\[
E_U=\frac U2\,(n-n^2),\qquad U>0 .
\]

Here \(U\) is a constant effective parameter in eV. It does not respond to the density.

The energy depends on the orbitals only through \(n\), so the chain rule applies. The first factor is

\[
\frac{dE_U}{dn}=\frac U2(1-2n)=U\left(\frac12-n\right).
\]

For the second factor, change one orbital by \(\delta\psi_k\). To first order,

\[
\delta n=f_k\,\langle\delta\psi_k|\varphi\rangle\langle\varphi|\psi_k\rangle+\text{c.c.}
\]

The product of the two is

\[
\delta E_U=f_k\,\langle\delta\psi_k|\,U\left(\tfrac12-n\right)|\varphi\rangle\langle\varphi|\psi_k\rangle+\text{c.c.}
\]

An operator \(V_U\) in the Kohn–Sham Hamiltonian corresponds to an energy change \(f_k\langle\delta\psi_k|V_U|\psi_k\rangle+\text{c.c.}\) Comparison gives

\[
V_U=U\left(\tfrac12-n\right)|\varphi\rangle\langle\varphi| .
\]

The filling \(f_k\) has cancelled, so every orbital, occupied or empty, feels the same operator.

**Total energy.** The sum of orbital energies \(\sum_k f_k\varepsilon_k\) contains \(V_U\) through the term

\[
\sum_k f_k\langle\psi_k|V_U|\psi_k\rangle=U\left(\tfrac12-n\right)n=\frac U2n-Un^2 .
\]

This is not \(E_U\). The difference is \(E_U-(\tfrac U2n-Un^2)=+\tfrac U2n^2\). A code that builds the total energy from orbital energies must add this amount.

**Several orbitals.** For orthonormal \(\varphi_m\), the occupation becomes a matrix \(N_{mm'}=\sum_kf_k\langle\varphi_m|\psi_k\rangle\langle\psi_k|\varphi_{m'}\rangle\), and \(E_U=\tfrac U2\mathrm{Tr}(N-N^2)\). Since \(\delta\,\mathrm{Tr}N^2=2\,\mathrm{Tr}(N\delta N)\), the potential matrix is \(U(\tfrac12\delta_{mm'}-N_{mm'})\). The single-orbital form may be used for each orbital separately when \(N\) is diagonal.

## What the signs mean

For \(U=5\) eV the correction and the shift are:

| \(n\) | \(E_U\) (eV) | shift (eV) |
|---|---|---|
| 0 | 0 | +2.50 |
| 0.25 | 0.469 | +1.25 |
| 0.50 | 0.625 | 0 |
| 0.75 | 0.469 | −1.25 |
| 1 | 0 | −2.50 |

An orbital less than half full is pushed up, which tends to empty it further. One more than half full is pulled down, which tends to fill it. The bare shifts of an empty and a full orbital differ by \(U\).

At half filling the potential vanishes, but the energy does not. Since \(d^2E_U/dn^2=-U<0\), this point is the maximum of the correction, with height \(U/8=0.625\) eV, or 60.3 kJ/mol. A zero shift there marks a stationary point of \(E_U\), not a preferred state.

## The general sense of "disfavours"

The signs alone do not settle where the total energy has its minimum, because the base functional has its own preference. A statement that holds for any base functional can still be proved.

Let \(E_0(n)\) be the lowest base energy among all states with 4f occupation \(n\). Because \(E_U\) depends on the state through \(n\) alone, minimising the corrected energy over states is the same as minimising \(E_0(n)+U\,p(n)\) over \(n\), with \(p(n)=\tfrac12n(1-n)\). Let \(a\) be a global minimum for \(U_1\), and \(b\) one for a larger \(U_2\). By definition of a minimum,

\[
E_0(a)+U_1p(a)\le E_0(b)+U_1p(b),
\]
\[
E_0(b)+U_2p(b)\le E_0(a)+U_2p(a).
\]

Add the two lines. The base energies cancel, and collecting the rest on the left gives

\[
(U_2-U_1)\,[\,p(b)-p(a)\,]\le 0 .
\]

As \(U_2>U_1\), it follows that \(p(b)\le p(a)\). **Raising \(U\) never raises \(n(1-n)\) at the global minimum.** The occupation stays equally far from one half or moves further away, though it may cross to the other side.

This was tested on 200 random base energies, each a sum of four cosines in \(n\) with random amplitudes and phases, for \(U\) from 0 to 20 eV in steps of 1 eV. The product \(n(1-n)\) at the minimum never rose, and between the two ends of the scan it fell in 170 cases.

The theorem concerns global minima. It does not promise an integer, and it says nothing about a calculation trapped in a local minimum.

## Why a correction of this shape is needed

Consider first an orbital that exchanges electrons with a reservoir but does not hybridise with it. A fractional average occupation then describes a statistical mixture: the orbital is full with probability \(n\) and empty with probability \(1-n\). The energy of the mixture is linear in \(n\).

Suppose that the base functional instead sags below the line by \(\tfrac K2(n-n^2)\), with spurious curvature \(K>0\). If \(\Delta\) is the energy of filling the orbital, measured from the reservoir level, the corrected energy is

\[
E(n)=\Delta n+\frac W2(n-n^2),\qquad W=U-K .
\]

Setting the derivative \(\Delta+W(\tfrac12-n)\) to zero gives \(n=\tfrac12+\Delta/W\). There are three cases.

- **\(U<K\).** The second derivative \(-W\) is positive, so the stationary point is a minimum. It lies inside the interval when \(|\Delta|<(K-U)/2\). For \(\Delta=1\) eV, \(K=5\) eV and \(U=0\), it is \(n=0.5-1/5=0.3\), a fraction produced by the functional error.
- **\(U=K\).** The line is restored. The minimum is \(n=0\) for \(\Delta>0\) and \(n=1\) for \(\Delta<0\). At \(\Delta=0\) all \(n\) are degenerate.
- **\(U>K\).** The energy is concave and its minima lie at the end points. The slopes there are \(\Delta+W/2\) at \(n=0\) and \(\Delta-W/2\) at \(n=1\), so both ends are local minima when \(|\Delta|<W/2\). A calculation can then stop in the wrong one.

### The curvature in a real atom

The hydrogen 1s spin orbital shows this sag without the complications of a 4f shell. Its filling \(n\) was varied in the local spin-density approximation with the aug-cc-pVTZ basis. The energy is −13.02 eV at \(n=1\), so the straight line from the empty atom passes through −6.51 eV at \(n=\tfrac12\). The computed value is −7.87 eV, which is 1.36 eV too low relative to the line. Matching this depth to \(U/8\) gives \(U=8\times1.36\approx10.9\) eV. Near the basis-set limit the energies and orbital energies lie lower by 0.003 to 0.005 eV (−13.03 eV at \(n=1\)), so their last digit is basis dependent; the sag and \(U\) are unchanged to the digits shown.

The fit makes the corrected deviation vanish at half filling by construction. The other points are the evidence: the deviation changes from −0.92 to +0.10 eV at \(n=0.25\), and from −1.06 to −0.04 eV at \(n=0.75\). The sag is not a perfect parabola, so one parameter leaves a remainder, which reaches about 0.13 eV near \(n=0.15\).

The potential shows the same repair for fillings from 0.25 to 1. When the energy is stationary with respect to the orbital, only the explicit change of filling contributes to \(dE/dn\), which then equals the orbital energy. At half filling both are −13.34 eV. Between \(n=0.25\) and \(n=1\) the orbital energy drifts by 8.80 eV. After the shift \(U(\tfrac12-n)\) is added, the spread over this range is 0.64 eV. For a nearly empty orbital the repair fails. The LSDA level is not linear in \(n\) there: it reaches about −17.1 eV near \(n=0.1\) and returns to the exact −13.6 eV as \(n\to0\). The shifted level is about −12.7 eV at \(n=0.1\), −12.0 eV at \(n=0.05\) and −10.6 eV at \(n=0.01\), and it tends to \(-13.6+U/2\approx-8.2\) eV. Here the filling itself served as \(n\), and the correction was applied after the self-consistent calculation.

This result shows the mechanism. It supplies no value of \(U\) for a 4f orbital, and the straight line between LSDA end points still carries the LSDA error at \(n=1\).

## Hybridisation with a ligand

In a molecule the 4f orbital also mixes coherently with its neighbours. Take one electron shared by \(\varphi\) and one orthogonal ligand orbital \(\lambda\). Put the ligand level at zero, the f level at \(\Delta\), and the coupling at \(-t\) with \(t>0\). The in-phase state \(\psi=\sqrt n\,\varphi+\sqrt{1-n}\,\lambda\) has the lower energy:

\[
E(n)=\Delta n-2t\sqrt{n(1-n)}+\frac W2(n-n^2).
\]

Write \(s=\sqrt{n(1-n)}\), so that \(ds/dn=(1-2n)/(2s)\). The stationary condition is

\[
\delta=\frac{t(1-2n)}{s},\qquad \delta\equiv\Delta+W\left(\tfrac12-n\right).
\]

Square it and use \((1-2n)^2=1-4s^2\):

\[
\delta^2s^2=t^2(1-4s^2)\;\Rightarrow\; s=\frac{t}{\sqrt{\delta^2+4t^2}} .
\]

Since \(1-2n=\delta s/t\),

\[
n=\frac12\left[1-\frac{\delta}{\sqrt{\delta^2+4t^2}}\right].
\]

This must be solved self-consistently, because \(\delta\) contains \(n\). It is also the f weight of the lower eigenvector of the matrix with diagonal elements \(\delta\) and 0 and off-diagonal element \(-t\). The two levels of that matrix are separated by \(\sqrt{\delta^2+4t^2}\).

The model writes the base error \(-K(\tfrac12-n)\) explicitly inside \(\delta\). In a real code the base functional supplies that part itself, and the implementer adds only \(V_U\).

At \(U=K\) the net curvature vanishes and \(\delta=\Delta\). The result is then the exact occupation of this one-electron model. It is fractional for any finite \(\Delta\) when \(t>0\), and this fraction is genuine covalency.

### Degenerate levels and the onset of instability

The case \(\Delta=0\) shows what too large a \(U\) does. The exact one-electron answer is \(n=\tfrac12\). Put \(x=n-\tfrac12\). Then \(s=\sqrt{\tfrac14-x^2}\approx\tfrac12-x^2\), and to second order

\[
E\approx-t+\frac W8+\left(2t-\frac W2\right)x^2 .
\]

Half filling is a minimum for \(W<4t\) and a maximum for \(W>4t\). For the stationary points away from one half, the condition reads \((1-2n)(\tfrac W2-\tfrac ts)=0\), so \(s=2t/W\). Hence \(n(1-n)=4t^2/W^2\), and

\[
n_\pm=\frac12\pm\frac12\sqrt{1-\frac{16t^2}{W^2}} .
\]

With \(t=0.6\) eV the threshold is \(4t=2.4\) eV. At \(W=5\) eV the root is \(\sqrt{1-5.76/25}=0.877\), which gives \(n_-=0.061\) and \(n_+=0.939\). For \(W\gg4t\) the lower solution tends to \(4t^2/W^2\), so it approaches an integer but does not reach it at finite \(W\). Here the correction has destroyed a fraction that was right. Disfavouring fractional occupation helps only to the extent that it cancels \(K\). At \(\Delta=0\) even that help is confined to the energy, because the base error leaves \(n=\tfrac12\) unchanged.

### Consequences for the iteration

Near half filling, \(n_{\text{out}}\approx\tfrac12-\delta/(4t)\) and \(\delta=-W(n_{\text{in}}-\tfrac12)\). The feedback slope is therefore

\[
g=\frac{dn_{\text{out}}}{dn_{\text{in}}}=\frac{W}{4t}.
\]

If a fraction \(\alpha\) of each change is accepted, a small error is multiplied by \(1-\alpha(1-g)\) per cycle. Two situations need care.

- **\(g>1\).** The factor exceeds 1 for every \(\alpha>0\). At \(W=5\) eV, \(g=5/2.4=2.08\). Damping cannot hold the half-filled state, which is an energy maximum in any case. A start at exactly \(n=\tfrac12\) can remain there by symmetry. Mixing that extrapolates from earlier residuals seeks any self-consistent point, and a secant scheme converges to \(n=\tfrac12\) from starts at 0.40, 0.45 or 0.49. Runs should therefore begin well away from one half on both sides, and their energies should be compared.
- **\(g<-1\).** This occurs for an uncorrected functional with \(K>4t\). The half-filled state is a minimum, but undamped iteration moves away from it in oscillations that grow until they settle into a two-step cycle, between \(n=0.061\) and \(0.939\) for \(W=-5\) eV. It converges when \(\alpha<2/(1-g)\). For \(W=-5\) eV this limit is \(2/3.08=0.65\).

## Worked example in the regime of Ce(thd)\(_4\)

Take \(\Delta=3\) eV, \(t=0.6\) eV and \(K=5\) eV, all held fixed while \(U\) is varied. For \(U=5\) eV, \(W=0\) and \(\delta=3\) eV. The level gap is \(\sqrt{9+4(0.36)}=3.23\) eV, and

\[
n=\frac12\left(1-\frac{3}{3.231}\right)=0.036 .
\]

The shift is \(5(0.5-0.036)=2.32\) eV. The full set is:

| \(U\) (eV) | \(n\) | shift (eV) | \(E_U\) (eV) | gap (eV) |
|---|---|---|---|---|
| 0 | 0.144 | 0 | 0 | 1.71 |
| 2.5 | 0.075 | 1.06 | 0.087 | 2.28 |
| 5.0 | 0.036 | 2.32 | 0.086 | 3.23 |
| 7.5 | 0.019 | 3.61 | 0.071 | 4.37 |

Without the correction, the base error lowers the effective f level from 3 eV to \(3-5(0.5-0.144)=1.22\) eV, and the occupation is four times the exact model value of 0.036. At \(U=7.5\) eV it is about half that value, which is an overcorrection.

The correction energy does not grow steadily with \(U\). From 2.5 to 5 eV the prefactor doubles, but \(n(1-n)\) falls from 0.069 to 0.034, so the product hardly changes. The total energy still rises. At a minimum the implicit change of \(n\) contributes nothing to first order, so \(dE_{\min}/dU=\tfrac12n(1-n)\), about 0.017 eV per eV at \(U=5\) eV. Energies obtained with different \(U\) therefore lack a common reference.

### How far the model can be trusted

The parameters are round numbers for the regime, not values computed for the molecule. Ce(thd)\(_4\) has eight oxygen neighbours and fourteen 4f spin orbitals, so the model's \(n\) is neither the f count of the molecule nor a measured quantity. The following estimates start from \(n=0.036\) at \(U=K=5\) eV and change one thing at a time.

- **Orbital overlap of 0.05**, with the coupling held at \(-t\) and the ligand level at zero: \(n=0.055\), or 54% higher. The projection now also counts the part of the ligand orbital that overlaps \(\varphi\), so \(n\) depends on the choice of projector.
- **Repulsion from 4f partners**, each equally filled and raising the level by \(5n\) eV, where the repulsion strength of 5 eV is an assumed value that merely equals \(K\) in size: \(n=0.033\) for one partner and 0.019 for thirteen. The latter is 47% lower. If \(\Delta\) already contains this repulsion, it must not be added again.
- **Exchange of 0.7 eV**, reducing \(U\) to 4.3 eV at fixed \(K\): \(n=0.044\), or 22% higher.
- **Spin–orbit coupling** with \(\zeta=0.08\) eV, lowering the level by \(2\zeta=0.16\) eV: \(n=0.039\), or 10% higher.
- **Thermal excitation** across the 3.23 eV gap at a rough vaporiser temperature of 450 K: a factor of order \(10^{-36}\), which is negligible.

With these inputs, the largest changes come from the thirteen partners and from the overlap, each about half the occupation and in opposite directions. The overlap figure depends on the energy zero at which the coupling is held at \(-t\): with the f level as zero instead of the ligand level, the rise is only 3%. These are sizes of separate effects, not error bounds. The second digit of \(n\) therefore has meaning within the model but not for the real precursor. The values behind the tables and estimates are in the numerical output.

## Table of computed values

```
Correction for U = 5.0 eV
n=0.00: E_U=0.0000 eV, shift=+2.500 eV
n=0.25: E_U=0.4688 eV, shift=+1.250 eV
n=0.50: E_U=0.6250 eV, shift=+0.000 eV
n=0.75: E_U=0.4688 eV, shift=-1.250 eV
n=1.00: E_U=0.0000 eV, shift=-2.500 eV
Peak U/8 = 60.30 kJ/mol
Random base energies tested: 200; minimum moved in 170
Reservoir: Delta=1.0 eV, K=5.0 eV
n at minimum for U=0, 5, 7.5 eV: 0.300, 0.000, 0.000
Hydrogen 1s, LSDA, aug-cc-pVTZ; fitted U = 10.879 eV
n=0.25: E=-4.1748 eV, deviation from line=-0.9193 eV, corrected=0.1006 eV
   orbital energy=-16.120 eV, corrected=-13.400 eV
n=0.50: E=-7.8708 eV, deviation from line=-1.3599 eV, corrected=0.0000 eV
   orbital energy=-13.343 eV, corrected=-13.343 eV
n=0.75: E=-10.8251 eV, deviation from line=-1.0587 eV, corrected=-0.0388 eV
   orbital energy=-10.287 eV, corrected=-13.007 eV
n=1.00: E=-13.0219 eV, deviation from line=0.0000 eV, corrected=0.0000 eV
   orbital energy=-7.317 eV, corrected=-12.757 eV
Hydrogen dE/dn at n=0.5: -13.342 eV
Orbital-energy spread before, after: 8.803, 0.644 eV
Ce(thd)4-like model: Delta=3.0, t=0.6, K=5.0 eV
U=0.0 eV: n=0.1437, shift=0.000 eV, E_U=0.0000 eV, gap=1.710 eV
U=2.5 eV: n=0.0749, shift=1.063 eV, E_U=0.0867 eV, gap=2.279 eV
U=5.0 eV: n=0.0358, shift=2.321 eV, E_U=0.0862 eV, gap=3.231 eV
U=7.5 eV: n=0.0192, shift=3.606 eV, E_U=0.0707 eV, gap=4.370 eV
One-electron exact n of the model: 0.0358
Degenerate levels: threshold W=4t = 2.40 eV
At W=5.0 eV: feedback slope=2.083, minima n=0.0614 and 0.9386
Neglected effects; reference n = 0.0358
Spin-orbit zeta=0.08 eV, level lowered 0.16 eV: n=0.0394
Exchange J=0.7 eV, U reduced to 4.3 eV: n=0.0436
Orbital overlap 0.05: projected n=0.0550
One equally filled 4f partner: n=0.0325
Thirteen equally filled 4f partners: n=0.0190
Thermal factor at 450 K: 6.5e-37
```
